\section*{Piezoresistance on (001) for current along [110]}

\section{The wrong coefficient for a [110] bar}

A resistor lies on a (001) surface with its length along [110] and is stretched along its length. The tabulated constants of a cubic crystal include $\pi_{11}$, for current and stress along the same cube axis, and $\pi_{12}$, for current and stress along two perpendicular cube axes. If they are used directly for this bar, the answer is in general wrong, because [110] is not a cube axis. In the model crystal treated below, $\pi_{11}$ is 25\% smaller in magnitude than the true longitudinal coefficient, and $\pi_{12}$ is 65\% smaller than the true transverse one. In the same model with conduction valleys on the cube axes alone, the transverse coefficient would even have the wrong sign. What is missing is the rotation of the tensor to the axes of the bar, which mixes $\pi_{11}$ with $\pi_{12}$ and brings in the shear constant $\pi_{44}$. The correct coefficients are
\begin{equation}
\pi_L=\tfrac12(\pi_{11}+\pi_{12}+\pi_{44}),\qquad
\pi_T=\tfrac12(\pi_{11}+\pi_{12}-\pi_{44}),
\label{result}
\end{equation}
for stress along [110] and along $[\bar110]$ respectively, with the current along [110] in both cases.

\section{Conventions}

The axes $x,y,z$ are the cube axes. Stress $\sigma_{ij}$ is uniform and positive in tension. The resistivity tensor $\rho_{ij}$ gives the field $E_i=\sum_j\rho_{ij}J_j$ for an imposed current density $\mathbf J$. Without stress, cubic symmetry makes it isotropic, $\rho_{ij}=\rho_0\delta_{ij}$. To first order in stress,
\begin{equation}
\frac{\Delta\rho_{ij}}{\rho_0}=\sum_{kl}\Pi_{ijkl}\,\sigma_{kl}.
\label{law}
\end{equation}
There is no magnetic field and no magnetic order, so $\rho_{ij}$ is symmetric. Stress is symmetric too, and $\Pi_{ijkl}$ can be taken symmetric in $ij$ and in $kl$.

The coefficients describe resistivity. The resistance of a bar also changes because its length and cross-section change; that geometrical part must be added separately. Each coefficient refers to uniaxial stress. A resistor held at its sides also carries a transverse stress, and the two contributions, each coefficient times its own stress, add.

\section{First derivation: rotating the cubic tensor}

\subsection{Three constants}

A twofold rotation about $z$ reverses $x$ and $y$. It multiplies a component of $\Pi$ by $(-1)^{n_x+n_y}$, where $n_x,n_y,n_z$ count how often each label occurs. A component that changes sign under a symmetry operation must vanish, so $n_x+n_y$ is even. The rotation about $x$ likewise requires $n_y+n_z$ to be even. The three counts therefore have the same parity. Since they add up to 4, they cannot all be odd, and so all are even. The surviving types are $\Pi_{xxxx}$, $\Pi_{xxyy}$ and $\Pi_{xyxy}$.

The threefold rotation $x\to y\to z\to x$ makes components related by cyclic relabelling equal. A fourfold rotation about $z$ sends $x\to y$, $y\to-x$ and gives $\Pi_{xxyy}=\Pi_{yyxx}$. In zinc blende the fourfold operation includes an inversion, which has no effect on a tensor of even rank. Three constants remain:
\begin{equation}
\pi_{11}=\Pi_{xxxx},\qquad \pi_{12}=\Pi_{xxyy},\qquad \pi_{44}=2\,\Pi_{xyxy}.
\end{equation}
The factor 2 arises because $\sigma_{xy}$ and $\sigma_{yx}$ both occur in the sum (\ref{law}): $\Delta\rho_{xy}/\rho_0=\Pi_{xyxy}\sigma_{xy}+\Pi_{xyyx}\sigma_{yx}=\pi_{44}\sigma_{xy}$. For stress in the (001) plane the law is
\begin{align}
\Delta\rho_{xx}/\rho_0&=\pi_{11}\sigma_{xx}+\pi_{12}\sigma_{yy},\nonumber\\
\Delta\rho_{yy}/\rho_0&=\pi_{12}\sigma_{xx}+\pi_{11}\sigma_{yy},\label{plane}\\
\Delta\rho_{xy}/\rho_0&=\pi_{44}\sigma_{xy}.\nonumber
\end{align}

\subsection{Longitudinal coefficient}

Let the current flow along $\hat x'=(c,s,0)$, with $c=\cos\varphi$ and $s=\sin\varphi$, and let $\hat y'=(-s,c,0)$. A uniaxial stress $S$ along $\hat x'$ is $\sigma_{ij}=S\,x'_ix'_j$, that is, $\sigma_{xx}=Sc^2$, $\sigma_{yy}=Ss^2$, $\sigma_{xy}=Scs$. The field along the current is governed by
\begin{equation}
\rho_{x'x'}=c^2\rho_{xx}+s^2\rho_{yy}+2cs\,\rho_{xy}.
\label{proj}
\end{equation}
Inserting (\ref{plane}) and dividing by $S$,
\begin{align}
\pi_L(\varphi)&=c^2(\pi_{11}c^2+\pi_{12}s^2)+s^2(\pi_{12}c^2+\pi_{11}s^2)+2c^2s^2\pi_{44}\nonumber\\
&=\pi_{11}(c^4+s^4)+2c^2s^2(\pi_{12}+\pi_{44}).
\end{align}
Since $c^4+s^4=(c^2+s^2)^2-2c^2s^2=1-2c^2s^2$ and $4c^2s^2=\sin^22\varphi$,
\begin{equation}
\pi_L(\varphi)=\pi_{11}-\tfrac{A}{2}\sin^22\varphi,\qquad A=\pi_{11}-\pi_{12}-\pi_{44}.
\label{piL}
\end{equation}

\subsection{Transverse coefficient and transverse field}

For stress $S$ along $\hat y'$ the components are $\sigma_{xx}=Ss^2$, $\sigma_{yy}=Sc^2$, $\sigma_{xy}=-Scs$. The current is still along $\hat x'$, so (\ref{proj}) applies again:
\begin{align}
\pi_T(\varphi)&=c^2(\pi_{11}s^2+\pi_{12}c^2)+s^2(\pi_{12}s^2+\pi_{11}c^2)-2c^2s^2\pi_{44}\nonumber\\
&=\pi_{12}(1-2c^2s^2)+2c^2s^2(\pi_{11}-\pi_{44})
=\pi_{12}+\tfrac{A}{2}\sin^22\varphi.
\label{piT}
\end{align}
At $\varphi=45^\circ$, $\sin^22\varphi=1$. Then $\pi_L=\pi_{11}-A/2$ and $\pi_T=\pi_{12}+A/2$, which are the two expressions in (\ref{result}). At $\varphi=0$ the formulas return $\pi_{11}$ and $\pi_{12}$. If $A=0$, the angle drops out. The sum $\pi_L+\pi_T=\pi_{11}+\pi_{12}$ is the same for every $\varphi$, since equal stresses along $\hat x'$ and $\hat y'$ form an in-plane load without a preferred direction.

A field can also appear across the bar. With stress along $\hat x'$,
\begin{align}
\frac{\Delta\rho_{y'x'}}{\rho_0S}&=\frac{-cs\,\Delta\rho_{xx}+cs\,\Delta\rho_{yy}+(c^2-s^2)\Delta\rho_{xy}}{\rho_0S}\nonumber\\
&=-cs(c^2-s^2)(\pi_{11}-\pi_{12}-\pi_{44})=-\tfrac{A}{4}\sin4\varphi .
\label{off}
\end{align}
It vanishes at $45^\circ$. A small misalignment $\delta$ (in radians) from [110] produces a transverse coefficient $(A/4)\sin4\delta\approx A\delta$, of first order in $\delta$, but changes $\pi_L$ by $(A/2)\sin^22\delta\approx2A\delta^2$, of second order.

Stress along [001] has $\sigma_{zz}=S$ alone. Then $\Delta\rho_{xx}=\Delta\rho_{yy}=\rho_0\pi_{12}S$ and $\Delta\rho_{xy}=0$, so its coefficient is $\pi_{12}$ for any current direction in the plane.

\section{Second derivation: electrons moving between valleys}

The second route does not use the tensor law. It follows the electrons of a many-valley semiconductor under a load along [110], and only afterwards compares the answer with loads along the cube axes.

\subsection{The model}

Nondegenerate electrons occupy ellipsoidal valleys of two sets. In set $C$ the valley axes $\hat n$ are the three cube axes; in set $D$ they are the four body diagonals. Valleys at opposite wave vectors share an axis and are counted together. Without stress the sets hold fractions $f_C$ and $f_D=1-f_C$ of the electrons, shared equally within each set. In steady state a field gives an electron the mean momentum $-e\tau\mathbf E$, so the conductivity tensor is $Ne^2\tau M$, with $N$ the total density and
\begin{equation}
M=\sum_\nu p_\nu\left[\frac{1}{m_t}+d\,\hat n\hat n^{T}\right]_\nu,\qquad d=\frac1{m_l}-\frac1{m_t}.
\end{equation}
Here $p_\nu$ is the fraction of electrons in valley $\nu$. The time $\tau$ is common to all valleys, and $N$, $\tau$ and the masses do not change with stress. Within each complete set $\hat n\hat n^T$ averages to one third of the unit matrix. Without stress, therefore, $M$ is $K$ times the unit matrix, with
\begin{equation}
K=f_Cw_C+f_Dw_D,\qquad w=\frac13\left(\frac2{m_t}+\frac1{m_l}\right).
\end{equation}

Stress shifts the energy of a valley in set $C$ or $D$ by
\begin{equation}
\delta E_\nu=a\,\mathrm{Tr}\,\sigma+b\left(\hat n\cdot\sigma\cdot\hat n-\tfrac13\mathrm{Tr}\,\sigma\right),
\end{equation}
with constants $a,b$ for each set. Expanding the Boltzmann factors at fixed $N$ gives $\delta p_\nu=-p_\nu(\delta E_\nu-\langle\delta E\rangle)/k_BT$, where $\langle\ \rangle$ is the average over all electrons. The $b$ terms average to zero within each set. Inverting the conductivity to first order gives $\Delta\rho_{ij}/\rho_0=-\delta M_{ij}/K$.

\subsection{Transfer between the sets}

For uniaxial stress $S$ in any direction, $\mathrm{Tr}\,\sigma=S$. In set $C$ the $a$ terms give $a_C-(f_Ca_C+f_Da_D)=f_D(a_C-a_D)$, so this set changes its share by $-f_Cf_D(a_C-a_D)S/k_BT$, and set $D$ by the opposite amount. The change is uniform within each set, so only the mean inverse masses enter:
\begin{equation}
\frac{\Delta\rho}{\rho_0}=HS,\qquad H=\frac{f_Cf_D(a_C-a_D)(w_C-w_D)}{k_BT\,K}.
\end{equation}

\subsection{Load along [110] and along $[\bar110]$}

Let $\hat u=(1,1,0)/\sqrt2$ carry the current, and let $\hat t=(-1,1,0)/\sqrt2$. For the $x,y,z$ valleys of set $C$, $(\hat n\cdot\hat u)^2=\frac12,\frac12,0$. Stress along $\hat u$ gives $b$-type shifts $b_CS(\frac16,\frac16,-\frac13)$, and each valley holds $f_C/3$. These changes add to zero within the set, so the isotropic part of the inverse mass drops out, leaving
\begin{equation}
\delta M_{uu}=d_C\sum_\nu\delta p_\nu(\hat n\cdot\hat u)^2
=-\frac{f_Cb_Cd_C}{3k_BT}\,S\left(\tfrac1{12}+\tfrac1{12}\right).
\end{equation}
With $P=f_Cb_Cd_C/(3k_BTK)$ this adds $P/6$ to $\pi_L$. Stress along $\hat t$ shifts these valleys in the same way, since $(\hat n\cdot\hat t)^2=(\hat n\cdot\hat u)^2$ for each of them. It adds $P/6$ to $\pi_T$.

Set $D$ has axes $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$, $(-1,-1,1)$, each divided by $\sqrt3$. Here $(\hat n\cdot\hat u)^2=\frac23,0,0,\frac23$, and stress along $\hat u$ gives the shifts $\frac13b_DS(1,-1,-1,1)$. With $f_D/4$ in each valley,
\begin{equation}
\delta M_{uu}=-\frac{f_Db_Dd_D}{4k_BT}\,\frac S3\left(\tfrac23+\tfrac23\right)=-\frac{f_Db_Dd_D}{9k_BT}\,S .
\end{equation}
With $Q=2f_Db_Dd_D/(9k_BTK)$ this adds $Q/2$ to $\pi_L$. For stress along $\hat t$, $(\hat n\cdot\hat t)^2=0,\frac23,\frac23,0$; every shift changes sign, and the contribution is $-Q/2$. Altogether
\begin{equation}
\pi_L=H+\tfrac P6+\tfrac Q2,\qquad \pi_T=H+\tfrac P6-\tfrac Q2 .
\label{micro}
\end{equation}

\subsection{The same crystal loaded along its cube axes}

For stress along $x$, the shifts in set $C$ are $b_CS(\frac23,-\frac13,-\frac13)$. The population changes again add to zero, so only the term with $d_C$ counts. For a current along $x$ it involves the first valley alone, since $n_x^2=1,0,0$, and the contribution is $\frac23P$. For stress along $y$ the first shift is $-\frac13b_CS$, giving $-\frac13P$. Set $D$ is not split, as $n_x^2=n_y^2=\frac13$ for all its valleys. Hence
\begin{equation}
\pi_{11}=H+\tfrac23P,\qquad \pi_{12}=H-\tfrac13P.
\end{equation}
A shear $\sigma_{xy}=\sigma_{yx}=q$ leaves set $C$ unshifted and shifts set $D$ by $2b_Dn_xn_yq=\frac23b_Dq(1,-1,-1,1)$. Since $n_xn_y=\frac13(1,-1,-1,1)$,
\begin{equation}
\delta M_{xy}=-\frac{f_Db_Dd_D}{4k_BT}\cdot\frac{2q}{3}\cdot\frac43=-\frac{2f_Db_Dd_D}{9k_BT}\,q,
\end{equation}
so $\pi_{44}=Q$. Now $\frac12(\pi_{11}+\pi_{12})=H+\frac16P$, and (\ref{micro}) becomes (\ref{result}).

This route shows the origin of the contrast $\pi_L-\pi_T=\pi_{44}$: in this model it comes from set $D$. If $b_D>0$ and $m_l>m_t$, tension along [110] raises the two diagonal valleys that lean towards the current. Electrons move to the other two, whose axes are perpendicular to the current and whose mass along it is the light one, so the resistivity falls. Tension along $[\bar110]$ does the reverse.

With set $C$ alone, $H=Q=0$ and $\pi_L=\pi_T=P/6=\pi_{11}/4$, whereas $\pi_{12}=-\pi_{11}/2$ has the opposite sign. With set $D$ alone, $\pi_L=-\pi_T=\pi_{44}/2$. These statements rest on the fixed masses of the model. If shear changes the masses of the cube-axis valleys, $\pi_{44}$ and the contrast are nonzero without any set $D$. Silicon has no conduction valleys on the body diagonals, yet its $\pi_{44}$ does not vanish, and for holes, which this model does not describe, it is the largest of the three constants.

\section{A model crystal in numbers}

Masses are given in units of the free-electron mass $m$. The parameters are round values, not those of a material: $T=300$~K, $f_C=0.6$; for set $C$, $m_l=1.0\,m$, $m_t=0.2\,m$, $a=5$ and $b=80$~meV/GPa; for set $D$, $m_l=1.5\,m$, $m_t=0.1\,m$, $a=-10$ and $b=120$~meV/GPa. Then $k_BT=25.852$~meV, $w_C=3.6667/m$, $w_D=6.8889/m$, $d_C=-4/m$, $d_D=-9.3333/m$ and $K=4.9556/m$. Coefficients are in $10^{-11}\,\mathrm{Pa}^{-1}$, equal to $10^{-2}\,\mathrm{GPa}^{-1}$:
\begin{align}
H&=100\,\frac{0.6\cdot0.4\cdot15\cdot(-3.2222)}{25.852\cdot4.9556}=-9.05,\nonumber\\
P&=100\,\frac{0.6\cdot80\cdot(-4)}{3\cdot25.852\cdot4.9556}=-49.96,\\
Q&=100\,\frac{2\cdot0.4\cdot120\cdot(-9.3333)}{9\cdot25.852\cdot4.9556}=-77.71.\nonumber
\end{align}
These give $\pi_{11}=-42.36$, $\pi_{12}=7.60$ and $\pi_{44}=-77.71$, and so
\begin{equation}
\pi_L=\tfrac12(-42.36+7.60-77.71)\approx-56.2,\quad
\pi_T=\tfrac12(-42.36+7.60+77.71)\approx21.5 .
\end{equation}
Since $1\,\mathrm{Pa}=10\,\mathrm{dyn/cm^2}$, the same figures hold in $10^{-12}\,\mathrm{cm^2/dyn}$. A direct calculation, with full Boltzmann factors for a small load along [110] or $[\bar110]$ and numerical inversion of the conductivity tensor, agrees with both. The numerical output also lists intermediate angles, where the direct values follow (\ref{piL}), (\ref{piT}) and (\ref{off}).

At a tension of 100~MPa along [110] the linear law gives $-5.624\%$ and the full model $-5.569\%$, a difference of 1\% of the linear change. Under equal compression both give $+5.624\%$. This agreement is a cancellation, not a sign of linearity: the deviations $+0.055$ and $+0.001$ percentage points consist of a part even in $S$ of about $0.028$ and a part odd in $S$ of about $0.027$, which add in tension and nearly cancel in compression. For stress along $[\bar110]$ the differences are 1.1\% of the linear change in tension and 1.5\% in compression.

\section{What each derivation assumes}

The rotation needs a linear response and cubic symmetry with a fourfold operation. The symmetry of $\Delta\rho_{ij}$ then follows without a separate assumption: the fourfold operation gives $\Pi_{xyxy}=\Pi_{yxyx}$, and the symmetry of the stress gives $\Pi_{yxyx}=\Pi_{yxxy}$. It says nothing about carriers, so it holds equally for holes, degenerate electrons or scattering that depends on stress, as long as the response stays linear. In return it cannot predict the size or sign of any constant.

The valley calculation assumes much more: ellipsoidal valleys, Boltzmann statistics, one stress-independent $\tau$, and fixed masses and density. It supplies the constants and shows where linearity ends, namely where the valley shifts are no longer small compared with $k_BT$. If its assumptions fail, its expressions for $H$, $P$ and $Q$ need no longer hold, but (\ref{result}) survives as long as the conditions for the rotation are met.

Confinement in a channel on (001) removes the equivalence of $z$ with $x$ and $y$, so bulk constants need not apply. The in-plane law (\ref{plane}) keeps its form if the layer retains a fourfold axis along $z$ and mirror planes normal to $x$ and $y$. A zinc-blende layer has no such mirrors, but a fourfold rotation with inversion about $z$ together with the (110) mirror planes serves equally well. Then (\ref{result}) holds with the layer's own three in-plane constants, while stress along [001] needs a fourth. If the interface makes [110] and $[\bar110]$ inequivalent, (\ref{plane}) itself is lost, and the two directions must be measured or calculated separately.

\section*{Computed values}
\begin{verbatim}
temperature = 300 K, kT = 25.852 meV
set C: m_l = 1.0 m, m_t = 0.2 m, fraction = 0.6
set C: a = 5 meV/GPa, b = 80 meV/GPa
set C: mean inverse mass w = 3.6667 /m, d = -4.0000 /m
set D: m_l = 1.5 m, m_t = 0.1 m, fraction = 0.4
set D: a = -10 meV/GPa, b = 120 meV/GPa
set D: mean inverse mass w = 6.8889 /m, d = -9.3333 /m
K = 4.9556 /m
pi11 + 2 pi12 = -27.16 1e-11/Pa
pi11 - pi12 = -49.96 1e-11/Pa
pi11 = -42.36 1e-11/Pa
pi12 = 7.60 1e-11/Pa
pi44 = -77.71 1e-11/Pa
A = pi11-pi12-pi44 = 27.75 1e-11/Pa
[110] pi_L: formula -56.24, direct -56.24 1e-11/Pa
[110] pi_T: formula 21.47, direct 21.47 1e-11/Pa
pi_L = -56.24, pi_T = 21.47 in 1e-12 cm^2/dyn
[110] current, [001] stress, direct: 7.60 1e-11/Pa
[110] axes, in-plane shear, direct: -49.96 1e-11/Pa
direct values by angle from [100], in 1e-11/Pa:
   0.0 deg: pi_L -42.36, pi_T 7.60, off-diagonal 0.00
  15.0 deg: pi_L -45.83, pi_T 11.07, off-diagonal -6.01
  22.5 deg: pi_L -49.30, pi_T 14.54, off-diagonal -6.94
  30.0 deg: pi_L -52.77, pi_T 18.01, off-diagonal -6.01
  45.0 deg: pi_L -56.24, pi_T 21.47, off-diagonal -0.00
set C alone, [110]: pi_L -18.75, pi_T -18.75 1e-11/Pa
set D alone, [110]: pi_L -69.88, pi_T 69.88 1e-11/Pa
stress +100 MPa along [110]: linear -5.624 %, full -5.569 %
stress -100 MPa along [110]: linear +5.624 %, full +5.624 %
stress +100 MPa along [-110]: linear +2.147 %, full +2.172 %
stress -100 MPa along [-110]: linear -2.147 %, full -2.115 %
\end{verbatim}
